Ohmic Nonlocal Resistance of a Strip with Point Contacts

**Problem**

A thin conducting sheet fills the strip 0 < y < W, which extends without limit along x. It is uniform and isotropic, and obeys Ohm's law with sheet resistance ρ. A steady current I enters through a point contact on the lower edge at (0, 0) and leaves through a point contact on the upper edge at (0, W). Elsewhere the edges are insulating. An ideal voltmeter is connected to the edge points (L, 0) and (L, W), with L > 0. The nonlocal resistance is

R_NL = [φ(L, 0) − φ(L, W)] / I.

(a) Solve Laplace's equation for the potential φ(x, y).

(b) Find R_NL, and show that it is about 0.0001 ρ at L = 3W. Discuss large and small L.

(c) A perpendicular magnetic field gives the sheet a uniform Hall resistivity. How does R_NL change?

(d) Evaluate R_NL for a graphene channel with ρ = 2 kΩ, W = 1 μm, L = 3 μm and I = 1 μA. Estimate the effects of anisotropy, an error in the width, insulating ends and contacts of finite width, and judge whether the ohmic model applies.

**Solution**

**(a) The potential**

The current per unit width is j = −∇φ/ρ. In the steady state no charge accumulates, so ∇·j = 0. Since ρ is uniform,

∂²φ/∂x² + ∂²φ/∂y² = 0.

Insulating edges carry no normal current, so ∂φ/∂y = 0 at y = 0 and y = W, away from the contacts.

The arrangement is unchanged by the reflection x → −x. Hence half the current goes to each side, and no current crosses the line x = 0 inside the strip. It is enough to solve for x > 0, where I/2 enters at the lower corner and I/2 leaves at the upper one:

j_x(0⁺, y) = (I/2) [δ(y) − δ(y − W)].

Each delta function is taken to lie just inside the strip, so that it counts with full weight in an integral from 0 to W.

Now try a product φ = X(x)Y(y). Laplace's equation requires Y″ = −k²Y and X″ = k²X. The conditions Y′(0) = Y′(W) = 0 select

Y = cos(nπy/W), k = nπ/W, n = 0, 1, 2, …

For n ≥ 1 the solution that stays finite at large x is X = exp(−nπx/W). For n = 0, X = a + bx. The slope b would carry a net current along the strip, but as much current leaves as enters, so b = 0. The constant a is set to zero by the choice of the zero of potential. Therefore

φ = Σₙ aₙ cos(nπy/W) exp(−nπx/W), n ≥ 1,

j_x(0⁺, y) = (1/ρ) Σₙ aₙ (nπ/W) cos(nπy/W).

Multiply the second line by cos(mπy/W) and integrate over the width. The cosines are orthogonal, and the square of each integrates to W/2. With the delta functions on the left,

(I/2) [1 − cos(mπ)] = a_m mπ/(2ρ).

The bracket is 0 for even m and 2 for odd m, so

a_m = 2ρI/(mπ) for odd m, a_m = 0 for even m.

To sum the series, put X = πx/W, Y = πy/W and q = exp(−X + iY), using X and Y from here on as scaled coordinates. Then

φ = (2ρI/π) Re Σ_(n odd) qⁿ/n.

For |q| < 1, subtracting the series of ln(1 − q) from that of ln(1 + q) gives

Σ_(n odd) qⁿ/n = ½ ln[(1 + q)/(1 − q)].

The real part of a logarithm is the logarithm of the modulus, and

|1 ± q|² = 1 ± 2e^(−X) cos Y + e^(−2X) = 2e^(−X) (cosh X ± cos Y).

The common factor 2e^(−X) cancels in the ratio. Taking the modulus from its square supplies another factor ½, hence

φ(x, y) = (ρI/2π) ln{[cosh(πx/W) + cos(πy/W)] / [cosh(πx/W) − cos(πy/W)]}.

This is even in x, so it also holds for x < 0. Close to the entry contact the numerator tends to 2 and the denominator to (X² + Y²)/2. Apart from a constant, φ = −(ρI/π) ln r, where r is the distance from the contact. The radial current density is then I/(πr), and through a half circle of length πr it carries the required current I.

**(b) The nonlocal resistance**

Let u = πL/W. At the lower voltage contact cos(πy/W) = 1, and at the upper one it is −1. The two potentials are therefore equal and opposite, and their difference gives

R_NL = (ρ/π) ln[(cosh u + 1)/(cosh u − 1)].

Since cosh u + 1 = 2cosh²(u/2) and cosh u − 1 = 2sinh²(u/2), the argument is coth²(u/2), and

R_NL = (2ρ/π) ln coth(πL/2W).

The resistance is positive: the voltage contact on the edge where current enters is at the higher potential.

For the limit of large L, write coth(u/2) = (1 + e^(−u))/(1 − e^(−u)) and use the series above with q = e^(−u):

R_NL = (4ρ/π) [e^(−u) + e^(−3u)/3 + …].

At L = 3W, u = 3π = 9.42478 and e^(−u) = 8.0700 × 10⁻⁵. Thus

R_NL/ρ = (4/π) × 8.0700 × 10⁻⁵ = 1.0275 × 10⁻⁴.

The next term is smaller than the first by the factor e^(−2u)/3 = 2.2 × 10⁻⁹. This establishes the required value of about 0.0001. The ratio equals 10⁻⁴ at L/W = 3.009.

The closed formula gives the following values.

L/W = 1: R_NL/ρ = 5.51 × 10⁻²
L/W = 2: R_NL/ρ = 2.38 × 10⁻³
L/W = 3: R_NL/ρ = 1.03 × 10⁻⁴
L/W = 4: R_NL/ρ = 4.44 × 10⁻⁶
L/W = 5: R_NL/ρ = 1.92 × 10⁻⁷

Each added width of distance lowers the signal by a factor close to e^π, or about 23. The reason lies in the boundary conditions. A voltage between the edges needs a potential that varies across the strip. The slowest such variation is half a cosine wave, and Laplace's equation ties its wavelength across the strip to a decay length W/π along it.

For L much smaller than W, coth(u/2) ≈ 2/u, and

R_NL ≈ (2ρ/π) ln[2W/(πL)].

This grows without bound as L → 0 because an ideal point contact has infinite spreading resistance. The formula loses its meaning once L is comparable with the size of the real contacts.

**(c) A perpendicular magnetic field**

Write the electric field in the sheet as

E_x = ρ_xx j_x + ρ_xy j_y,
E_y = −ρ_xy j_x + ρ_xx j_y,

with both coefficients uniform. A static field has no curl, so

0 = ∂E_y/∂x − ∂E_x/∂y = ρ_xx (∂j_y/∂x − ∂j_x/∂y) − ρ_xy (∂j_x/∂x + ∂j_y/∂y).

The last bracket is ∇·j and vanishes. Hence the current has no curl either, and can be written j = −∇θ with ∇²θ = 0. The boundary conditions for point contacts fix the normal current, so θ solves the problem of part (a) with ρ replaced by 1. The current pattern does not depend on the Hall resistivity.

The voltages do contain it. Introduce the stream function ψ by

j_x = ∂ψ/∂y, j_y = −∂ψ/∂x.

Insert j_x = −∂θ/∂x and j_y = −∂ψ/∂x into E_x, and j_x = ∂ψ/∂y and j_y = −∂θ/∂y into E_y. Both components then follow from E = −∇φ with

φ = ρ_xx θ + ρ_xy ψ,

up to a constant. Between the two voltage contacts,

ψ(L, W) − ψ(L, 0) = ∫₀^W j_x dy = 0,

because no net current crosses the section x = L. The Hall term drops out, leaving

R_NL = (2ρ_xx/π) ln coth(πL/2W).

The field can thus change R_NL through ρ_xx, while R_NL/ρ_xx stays fixed. For one type of carrier with a field-independent friction, the magnetic force adds an electric field perpendicular to j and leaves ρ_xx unchanged, so R_NL does not change at all.

The Hall voltage appears elsewhere. Along the lower edge, ψ falls by I on passing the entry contact from left to right, since j_y = I δ(x) there. Far away θ tends to zero on both sides. The far right and far left of the strip therefore differ in potential by −ρ_xy I.

This argument needs a uniform resistivity tensor and contacts that fix the current at points. A wide metal contact fixes the potential instead, and then the current pattern can depend on the Hall resistivity.

**(d) The graphene channel**

The given lengths have L/W = 3, so

R_NL = 2000 Ω × 1.0275 × 10⁻⁴ = 0.21 Ω,

and the voltage at 1 μA is 0.21 μV. The following corrections are for zero magnetic field, each taken alone.

*Anisotropy.* Let the sheet resistances along x and y be ρ_x and ρ_y. Current conservation reads

(1/ρ_x) ∂²φ/∂x² + (1/ρ_y) ∂²φ/∂y² = 0.

The new coordinate x′ = x√(ρ_x/ρ_y) restores Laplace's equation, so L becomes L√(ρ_x/ρ_y). The total current through the midline is

I = −(1/ρ_y) ∫ (∂φ/∂y) dx = −[1/√(ρ_xρ_y)] ∫ (∂φ/∂y) dx′,

so ρ is replaced by √(ρ_xρ_y). At large L,

R_NL ≈ (4/π) √(ρ_xρ_y) exp[−(πL/W)√(ρ_x/ρ_y)].

If ρ_x is 10 percent larger and ρ_y is held fixed, the prefactor rises by about 5 percent, but the exponential falls by more. The net factor is 0.66.

*Width.* If the conducting width is 10 percent larger at fixed L and ρ, the factor is

exp[9.42478 × (1 − 1/1.1)] = 2.36.

*Insulating ends.* Let the strip end a distance D beyond each contact pair. The end behind the current contacts acts like an image pair a distance 2D further away, which adds a wave weaker by exp(−2πD/W). The end beyond the voltage contacts reflects the arriving wave and adds the same fraction. With further reflections between the ends neglected, the factor is

[1 + exp(−2πD/W)]².

For D = 1 μm it is 1.004.

*Wide contacts.* Let each contact be a metal strip of width w along the edge, centred on the original point, and let A = πw/(2W). For the current pair, put z = x + iy and consider the analytic function

j_x − i j_y = −iC / √[sinh²A − sinh²(πz/W)],

with C a real constant. On either edge sinh²(πz/W) = sinh²(πx/W). Under a contact the root is real, so j_x = 0 and the metal is an equipotential. Outside it the root is imaginary, so j_y = 0 as an insulating edge requires. The current also decays far away, so this is the required flow. The current density entering the lower contact is

j_y = C / √[sinh²A − sinh²(πx/W)].

A current element at x, instead of at 0, changes the leading mode at the detectors by exp(πx/W). The density is even in x, so the total factor F is the mean of cosh(πx/W). Set t = πx/W and sinh t = sinh A sin α. Then

∫ cosh t dt / √(sinh²A − sinh²t) = ∫ dα = π,

∫ dt / √(sinh²A − sinh²t) = ∫ dα / √(1 + sinh²A sin²α),

where α runs from −π/2 to π/2. The factor F is the first integral divided by the second. For small A the second is approximately π(1 − A²/4), so F ≈ 1 + A²/4.

At zero field, reciprocity allows the current and voltage pairs to be exchanged without changing the resistance. Wide voltage contacts therefore contribute the same F, and the combined factor is F², apart from repeated scattering between the pairs. For w = 0.2 μm, A = 0.314 and the estimate is 1 + A²/2 = 1.05. Numerical evaluation of the integral also gives 1.05.

*Validity of Ohm's law.* Take a carrier density n = 2 × 10¹¹ cm⁻², a temperature of 100 K and a Fermi velocity v = 10⁶ m/s. These are round values meant to be roughly typical of a doped graphene channel of moderate quality. The Drude mobility is

μ = 1/(neρ) = 1.6 × 10⁴ cm²/Vs.

With fourfold spin and valley degeneracy, k_F = √(πn). The Boltzmann conductivity 1/ρ = (2e²/h) k_F ℓ gives the mean free path

ℓ = h/(2e²k_Fρ) = 81 nm.

Thus k_Fℓ = 6.5, which makes a semiclassical description reasonable. The Fermi energy ħvk_F = 52 meV is six times kT, so the carriers are fairly degenerate. In a field of 0.2 T, μB = 0.31, and the single-carrier result of part (c) predicts no change of R_NL. That result assumes the same friction for all carriers; at 100 K their spread in energy can change ρ_xx, and with it R_NL, by up to several percent, depending on the scattering.

The ratio ℓ/W is 0.08, but the potential varies over W/π, and πℓ/W is about 0.26. The channel is diffusive without a wide margin. If the edges scatter carriers diffusely, corrections of some tens of percent are plausible; if they reflect carriers like a mirror, the corrections can be much smaller. Finding them would require a kinetic calculation. In clean encapsulated graphene at low temperature ℓ can reach micrometres, and this ohmic solution then does not apply.

Real devices also depart from the assumed geometry and uniformity. Their probes are often arms etched from the same sheet, not metal strips on its edge, and near charge neutrality puddles of electrons and holes make ρ nonuniform. The density chosen here is not far from that regime: if charged impurities on an oxide substrate set a mobility of this size, the standard screening estimate puts the puddle density at about 1 to 2 × 10¹¹ cm⁻², comparable with n, so a uniform ρ is itself only a rough assumption. The value 0.21 Ω is therefore an estimate of the ohmic background: an error of 10 percent in the width, in either direction, already moves it to about 0.07 or 0.48 Ω.

Suppose that a device with these parameters showed 20 Ω, about a hundred times the estimate. To explain this by ohmic spreading in a uniform, isotropic sheet alone, L/W would have to be smaller by ln(100)/π ≈ 1.5, half its nominal value. Unless the geometry is that far from nominal, such a signal would call for another mechanism, or for a sheet that is strongly nonuniform or strongly anisotropic. Valley currents are one candidate, but conduction along the edges and heating are others, and the size of the excess does not decide between them.
